# Seed density needed to close a 10 nm electroless film: test program

```python
"""Minimum seed density for a thin electroless film.

Result under test: for random seeds of areal density N growing as equal
hemispheres of radius R, with a = R*sqrt(pi*N) and Dawson function D,
    bare fraction  = exp(-a^2)
    mean thickness = (a - D(a)) / sqrt(pi*N)
    mean square    = (a^2 - 1 + exp(-a^2)) / (pi*N)
so a film of mean thickness H needs N = (a - D(a))^2 / (pi*H^2), with a the
smallest value that meets both the coverage and the roughness limits.
Lengths are in nm and densities in nm^-2 unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import dawsn

rng = np.random.default_rng(12345)
PER_CM2 = 1e14  # nm^-2 to cm^-2

# Chosen inputs: rough typical values for electroless copper on Pd seeds
thickness = 10.0            # nm, target mean thickness
bare_limit = 0.01           # allowed bare fraction
rough_limit = 0.5           # allowed rms roughness / mean thickness
growth_speed = 20.0         # nm/min
seed_diameter = 3.0         # nm
delay_range = 5.0           # nm of growth lost by the latest seed
lateral_ratio = 0.8         # lateral / vertical growth speed
active_fraction = 0.5       # share of seeds that start to plate
copper_conc = 40.0          # mol/m^3
diffusivity = 5e-10         # m^2/s
layer = 50e-6               # m, diffusion layer
molar_volume = 7.1e-6       # m^3/mol, copper
surface_energy = 1.8        # J/m^2, copper


def mean_scaled(a):
    return a - dawsn(a)


def rms_scaled(a):
    return np.sqrt(a**2 - 1 + np.exp(-a**2) - mean_scaled(a)**2)


def relative_roughness(a):
    return rms_scaled(a) / mean_scaled(a)


def density_for(a):
    return mean_scaled(a)**2 / (np.pi * thickness**2)


def heights(seeds, radii, box, probes, stretch=1.0):
    """Top of the union of (semi)ellipsoids above each probe, periodic box."""
    dx = np.abs(probes[:, None, 0] - seeds[None, :, 0])
    dy = np.abs(probes[:, None, 1] - seeds[None, :, 1])
    dx = np.minimum(dx, box[0] - dx)
    dy = np.minimum(dy, box[1] - dy)
    square = radii**2 - (dx**2 + dy**2) / stretch**2
    return np.sqrt(np.maximum(square.max(axis=1), 0.0))


def separated_seeds(count, side, exclusion):
    """Random seeds added one by one, none closer than the exclusion."""
    placed = np.empty((count, 2))
    n = 0
    while n < count:
        trial = side * rng.random(2)
        gap = np.abs(placed[:n] - trial)
        gap = np.minimum(gap, side - gap)
        if n == 0 or (gap**2).sum(axis=1).min() >= exclusion**2:
            placed[n] = trial
            n += 1
    return placed


def simulate(density, radius, delay=0.0, stretch=1.0, exclusion=0.0):
    """Mean height, rms roughness and bare fraction from explicit seeds."""
    side = np.sqrt(400 / density)
    samples = []
    for _ in range(150):
        if exclusion > 0:
            seeds = separated_seeds(400, side, exclusion)
        else:
            seeds = side * rng.random((rng.poisson(400), 2))
        radii = radius - delay * rng.random(len(seeds))
        probes = side * rng.random((800, 2))
        samples.append(heights(seeds, radii, (side, side), probes, stretch))
    h = np.concatenate(samples)
    return h.mean(), h.std(), np.mean(h == 0)


# Moments: closed forms against quadrature of the height distribution
for a in (0.7, 1.5, 3.0):
    first = quad(lambda z: 1 - np.exp(z**2 - a**2), 0, a)[0]
    second = quad(lambda z: 2 * z * (1 - np.exp(z**2 - a**2)), 0, a)[0]
    assert abs(first - mean_scaled(a)) < 1e-9
    assert abs(np.sqrt(second - first**2) - rms_scaled(a)) < 1e-8

# Relative roughness falls throughout the range used, towards 1/(2 a^2)
scan = np.linspace(0.1, 8, 4000)
assert np.all(np.diff(relative_roughness(scan)) < 0)
assert np.all(np.diff(mean_scaled(scan)) > 0)
assert abs(relative_roughness(20.0) * 2 * 20.0**2 - 1) < 0.01

# The two limits and the resulting density
a_rough = brentq(lambda a: relative_roughness(a) - rough_limit, 0.3, 5)
a_close = np.sqrt(np.log(1 / bare_limit))
a_min = max(a_rough, a_close)
n_rough, n_min = density_for(a_rough), density_for(a_min)
r_rough = a_rough / np.sqrt(np.pi * n_rough)
r_min = a_min / np.sqrt(np.pi * n_min)
rms_min = thickness * relative_roughness(a_min)
assert a_close > a_rough and rms_min < rough_limit * thickness

# Explicit random seeds at both limits
sim_rough = simulate(n_rough, r_rough)
sim_min = simulate(n_min, r_min)
assert abs(sim_rough[0] / thickness - 1) < 0.015
assert abs(sim_rough[1] / (rough_limit * thickness) - 1) < 0.03
assert abs(sim_rough[2] / np.exp(-a_rough**2) - 1) < 0.06
assert abs(sim_min[0] / thickness - 1) < 0.01
assert abs(sim_min[1] / rms_min - 1) < 0.06
assert abs(sim_min[2] / bare_limit - 1) < 0.20  # rare events: wide noise

# Anisotropic growth: density multiplied by 1/lateral_ratio^2
n_aniso = n_min / lateral_ratio**2
sim_aniso = simulate(n_aniso, r_min, stretch=lateral_ratio)
assert abs(sim_aniso[0] / thickness - 1) < 0.01
assert abs(sim_aniso[2] / bare_limit - 1) < 0.20


# Delays spread evenly between zero and delay_range
def delayed_density(radius):
    area = (radius**3 - (radius - delay_range)**3) / (3 * delay_range)
    return np.log(1 / bare_limit) / (np.pi * area)


def delayed_mean(radius):
    density = delayed_density(radius)

    def tail(z):
        low = max(radius - delay_range, z)
        average = ((radius**3 - low**3) / 3
                   - z**2 * (radius - low)) / delay_range
        return 1 - np.exp(-np.pi * density * average)
    return quad(tail, 0, radius, points=[radius - delay_range])[0]


r_delay = brentq(lambda r: delayed_mean(r) - thickness, 10, 25)
n_delay = delayed_density(r_delay)
sim_delay = simulate(n_delay, r_delay, delay=delay_range)
assert abs(sim_delay[0] / thickness - 1) < 0.01
assert abs(sim_delay[2] / bare_limit - 1) < 0.20

# Seeds of finite size cannot sit on top of each other
sim_excl = simulate(n_min, r_min, exclusion=seed_diameter)
assert sim_excl[2] < 0.85 * bare_limit


# Pinholes: lowest points of bare regions are uncovered edge crossings
def crossing_counts(seeds, side, radius):
    tree = cKDTree(seeds, boxsize=side)
    pairs = tree.query_pairs(2 * radius, output_type="ndarray")
    start = seeds[pairs[:, 0]]
    sep = seeds[pairs[:, 1]] - start
    sep -= side * np.round(sep / side)
    dist = np.sqrt((sep**2).sum(axis=1))
    half_chord = np.sqrt(radius**2 - dist**2 / 4)
    normal = np.column_stack((-sep[:, 1], sep[:, 0])) / dist[:, None]
    crossings = lowest = 0
    for sign in (-1, 1):
        point = start + sep / 2 + sign * half_chord[:, None] * normal
        nearest = tree.query(np.mod(point, side))[0]
        bare = nearest > radius * (1 - 1e-9)
        u, v = start - point, start + sep - point
        det = u[:, 0] * v[:, 1] - u[:, 1] * v[:, 0]
        opens_up = (v[:, 0] / det > 0) & (-u[:, 0] / det > 0)
        crossings += np.sum(bare)
        lowest += np.sum(bare & opens_up)
    return crossings, lowest, tree


nu_test, count, side = 3.0, 2000, 1000.0
radius_test = np.sqrt(nu_test * side**2 / (np.pi * count))
total_cross = total_low = 0
for trial in range(20):
    points = side * rng.random((count, 2))
    n_cross, n_low, tree = crossing_counts(points, side, radius_test)
    total_cross += n_cross
    total_low += n_low
    if trial == 0:
        axis = (np.arange(800) + 0.5) * side / 800
        grid = np.stack(np.meshgrid(axis, axis), axis=-1).reshape(-1, 2)
        bare_map = (tree.query(grid)[0] > radius_test).reshape(800, 800)
        tags, n_tags = label(bare_map, structure=np.ones((3, 3)))
        edge = np.concatenate((tags[0], tags[-1], tags[:, 0], tags[:, -1]))
        holes_inside = n_tags - len(set(edge.tolist()) - {0})
        assert 0.3 * n_low < holes_inside <= n_low
expected_low = 20 * count * nu_test * np.exp(-nu_test)
assert abs(total_low / expected_low - 1) < 0.07
assert abs(total_cross / (4 * expected_low) - 1) < 0.07


def hole_bound_cm2(a):
    return density_for(a) * PER_CM2 * a**2 * np.exp(-a**2)


a_hole = brentq(lambda a: np.log(hole_bound_cm2(a)), 3, 8)
n_hole = density_for(a_hole)
seed_cover = n_hole * np.pi * seed_diameter**2 / 4

# Hexagonal array at the moment of closure, unit seed spacing
r_hex = 1 / np.sqrt(3)
cell = np.sqrt(3) / 2


def sector(phi):
    edge_sq = (0.5 / np.cos(phi))**2
    return (r_hex**3 - max(r_hex**2 - edge_sq, 0)**1.5) / 3


mean_hex = 12 / cell * quad(sector, 0, np.pi / 6)[0]
rms_hex = np.sqrt(7 / 36 - mean_hex**2)
gx, gy = np.meshgrid((np.arange(400) + 0.5) / 400,
                     (np.arange(700) + 0.5) * np.sqrt(3) / 700)
hex_h = heights(np.array([[0, 0], [0.5, np.sqrt(3) / 2]]),
                np.full(2, r_hex), (1, np.sqrt(3)),
                np.column_stack((gx.ravel(), gy.ravel())))
assert abs(hex_h.mean() - mean_hex) < 1e-4
assert abs(hex_h.std() - rms_hex) < 1e-4
spacing_hex = thickness / mean_hex
n_hex = 1 / (cell * spacing_hex**2)

# Neglected effects for the example's own numbers
flux = growth_speed * 1e-9 / 60 / molar_volume
depletion = flux * layer / (diffusivity * copper_conc)
local_depletion = flux * r_min * 1e-9 / (diffusivity * copper_conc)
charge = 2 * constants.N_A * constants.e


def curvature_mv(radius):
    return 2e3 * surface_energy * molar_volume / (radius * 1e-9 * charge)


plating_time = 60 * (r_min - seed_diameter / 2) / growth_speed
seed_metal = n_min * 2 / 3 * np.pi * (seed_diameter / 2)**3

print(f"target mean thickness: {thickness:.1f} nm")
print(f"allowed bare fraction: {100 * bare_limit:.1f} %")
print(f"allowed rms/mean: {rough_limit:.2f}")
print(f"growth speed: {growth_speed:.1f} nm/min")
print(f"seed diameter: {seed_diameter:.1f} nm")
print(f"a at roughness limit: {a_rough:.4f}")
print(f"mean/l at roughness limit: {mean_scaled(a_rough):.4f}")
print(f"bare there: {100 * np.exp(-a_rough**2):.1f} %")
print(f"density, roughness only: {n_rough * PER_CM2:.3e} cm^-2")
print(f"a at coverage limit: {a_close:.4f}")
print(f"Dawson D there: {dawsn(a_close):.4f}")
print(f"mean/l there: {mean_scaled(a_close):.4f}")
print(f"MINIMUM DENSITY: {n_min * PER_CM2:.3e} cm^-2")
print(f"same density: {n_min:.5f} nm^-2")
print(f"spacing 1/sqrt(N): {1 / np.sqrt(n_min):.2f} nm")
print(f"island radius: {r_min:.2f} nm")
print(f"rms roughness: {rms_min:.2f} nm")
print(f"rms/mean: {relative_roughness(a_min):.3f}")
print(f"crest above mean: {r_min - thickness:.2f} nm")
print(f"plating time: {plating_time:.1f} s")
print(f"simulated mean: {sim_min[0]:.2f} nm")
print(f"simulated rms: {sim_min[1]:.2f} nm")
print(f"simulated bare: {100 * sim_min[2]:.2f} %")
for limit in (0.1, 0.001):
    a_other = max(a_rough, np.sqrt(np.log(1 / limit)))
    print(f"density at {100 * limit:.1f} % bare: "
          f"{density_for(a_other) * PER_CM2:.3e} cm^-2")
print(f"pinhole bound at minimum: {hole_bound_cm2(a_min):.2e} cm^-2")
print(f"a for bound of 1 pinhole/cm^2: {a_hole:.3f}")
print(f"density for that bound: {n_hole * PER_CM2:.3e} cm^-2")
print(f"spacing for that bound: {1 / np.sqrt(n_hole):.2f} nm")
print(f"seed area / surface area there: {seed_cover:.2f}")
print(f"hexagonal array density: {n_hex * PER_CM2:.3e} cm^-2")
print(f"hexagonal spacing: {spacing_hex:.2f} nm")
print(f"hexagonal rms/mean: {rms_hex / mean_hex:.3f}")
print(f"lateral/vertical speed: {lateral_ratio:.2f}")
print(f"density with that ratio: {n_aniso * PER_CM2:.3e} cm^-2")
print(f"activation delay range: {delay_range:.1f} nm")
print(f"delay range in time: {60 * delay_range / growth_speed:.1f} s")
print(f"density with delays: {n_delay * PER_CM2:.3e} cm^-2")
print(f"bare with seed exclusion: {100 * sim_excl[2]:.2f} %")
print(f"active seed fraction: {active_fraction:.2f}")
print(f"total seeds then: {n_min / active_fraction * PER_CM2:.3e} cm^-2")
print(f"seed metal, mean thickness: {seed_metal:.3f} nm")
print(f"copper concentration: {copper_conc / 1000:.3f} mol/L")
print(f"copper diffusivity: {diffusivity * 1e4:.1e} cm^2/s")
print(f"diffusion layer: {layer * 1e6:.0f} um")
print(f"copper molar volume: {molar_volume * 1e6:.1f} cm^3/mol")
print(f"copper surface energy: {surface_energy:.1f} J/m^2")
print(f"layer depletion: {100 * depletion:.1f} %")
print(f"island-scale depletion: {100 * local_depletion:.4f} %")
print(f"curvature shift at seed: {curvature_mv(seed_diameter / 2):.1f} mV")
print(f"curvature shift at end: {curvature_mv(r_min):.1f} mV")
print("verified")
```

It prints:

```
target mean thickness: 10.0 nm
allowed bare fraction: 1.0 %
allowed rms/mean: 0.50
growth speed: 20.0 nm/min
seed diameter: 3.0 nm
a at roughness limit: 1.3800
mean/l at roughness limit: 0.9180
bare there: 14.9 %
density, roughness only: 2.682e+11 cm^-2
a at coverage limit: 2.1460
Dawson D there: 0.2736
mean/l there: 1.8723
MINIMUM DENSITY: 1.116e+12 cm^-2
same density: 0.01116 nm^-2
spacing 1/sqrt(N): 9.47 nm
island radius: 11.46 nm
rms roughness: 1.77 nm
rms/mean: 0.177
crest above mean: 1.46 nm
plating time: 29.9 s
simulated mean: 9.99 nm
simulated rms: 1.79 nm
simulated bare: 1.06 %
density at 10.0 % bare: 3.811e+11 cm^-2
density at 0.1 % bare: 1.863e+12 cm^-2
pinhole bound at minimum: 5.14e+10 cm^-2
a for bound of 1 pinhole/cm^2: 5.786
density for that bound: 1.034e+13 cm^-2
spacing for that bound: 3.11 nm
seed area / surface area there: 0.73
hexagonal array density: 2.130e+11 cm^-2
hexagonal spacing: 23.28 nm
hexagonal rms/mean: 0.232
lateral/vertical speed: 0.80
density with that ratio: 1.744e+12 cm^-2
activation delay range: 5.0 nm
delay range in time: 15.0 s
density with delays: 1.267e+12 cm^-2
bare with seed exclusion: 0.44 %
active seed fraction: 0.50
total seeds then: 2.232e+12 cm^-2
seed metal, mean thickness: 0.079 nm
copper concentration: 0.040 mol/L
copper diffusivity: 5.0e-06 cm^2/s
diffusion layer: 50 um
copper molar volume: 7.1 cm^3/mol
copper surface energy: 1.8 J/m^2
layer depletion: 11.7 %
island-scale depletion: 0.0027 %
curvature shift at seed: 88.3 mV
curvature shift at end: 11.6 mV
verified
```
